# Exciton levels of three identical coupled ligand transitions in a tris-chelate: a program that tests the result

```python
"""Exciton levels of three identical coupled ligand transitions (tris-chelate).

Result under test: with one real coupling V between every pair of ligands and
site energy E0, the singly excited levels are E0+2V (once) and E0-V (twice).
Symbols: mu = transition dipole of one ligand, R = metal-to-dipole distance,
theta = angle between dipole and threefold axis, r = distance between dipoles,
S = Huang-Rhys factor, w = vibrational quantum. Energies in eV, lengths in nm.
Dipoles are tangential plus axial; their phases follow the threefold rotation.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Round model inputs
E0 = 4.3
mu_debye = 4.0
R = 0.25
dipole_length = 0.20
E_radial = 6.0
mu_radial_debye = 4.0
site_offset = 0.010
w = 0.17
S = 1.0
temperature = 450.0

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm / e^2
debye = 1e-21 / const.c / const.e * 1e9                      # e nm
hc = const.h * const.c / const.e * 1e9                       # eV nm
kT = const.k * temperature / const.e
mu = mu_debye * debye
mu_radial = mu_radial_debye * debye

# Geometry from octahedron vertices: each chelate spans one edge
vertices = np.eye(3)
heads = vertices
tails = -np.roll(vertices, -1, axis=0)
edges = heads - tails
edges = edges / np.linalg.norm(edges, axis=1)[:, None]
radial = heads + tails
radial = radial / np.linalg.norm(radial, axis=1)[:, None]
positions = R * radial
axis = np.ones(3) / np.sqrt(3)
tangent = edges - np.outer(edges @ axis, axis)
tangent = tangent / np.linalg.norm(tangent, axis=1)[:, None]
theta_oct = np.arccos(edges[0] @ axis)
r = np.linalg.norm(positions[1] - positions[0])
assert np.isclose(r, np.sqrt(3) * R)
assert np.allclose(radial @ axis, 0)


def point_coupling(d1, d2, separation):
    """Point-dipole energy for dipole vectors in e nm."""
    dist = np.linalg.norm(separation)
    unit = separation / dist
    return coulomb * (d1 @ d2 - 3 * (d1 @ unit) * (d2 @ unit)) / dist**3


def charge_coupling(u1, u2, x1, x2, length):
    """Coulomb energy of two pairs of opposite charges, each of moment mu."""
    q = mu / length
    total = 0.0
    for s1 in (1, -1):
        for s2 in (1, -1):
            p1 = x1 + s1 * length * u1 / 2
            p2 = x2 + s2 * length * u2 / 2
            total += coulomb * s1 * s2 * q**2 / np.linalg.norm(p1 - p2)
    return total


def tilted(theta):
    return np.cos(theta) * axis + np.sin(theta) * tangent


# Closed dipole formula against sums over charges, at several tilts
scale = coulomb * mu**2 / r**3
for theta in (0.2, theta_oct, 0.9, 1.4):
    u = tilted(theta)
    formula = scale * (np.cos(theta)**2 - 1.25 * np.sin(theta)**2)
    for i, j in ((0, 1), (1, 2), (2, 0)):
        direct = charge_coupling(u[i], u[j], positions[i], positions[j], 1e-3)
        assert abs(direct - formula) < 1e-4 * scale
factor = np.cos(theta_oct)**2 - 1.25 * np.sin(theta_oct)**2
assert np.isclose(factor, 0.25)
V = scale * factor


def coupling_at(theta):
    u = tilted(theta)
    return charge_coupling(u[0], u[1], positions[0], positions[1], 1e-3)


theta_zero = brentq(coupling_at, 0.3, 1.2)
assert abs(theta_zero - np.arctan(np.sqrt(0.8))) < 1e-4

# Full Hilbert space of three two-level ligands with dipole-dipole coupling
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
number = lower.T @ lower
flip = lower + lower.T


def on_ligand(op, k):
    factors = [np.eye(2)] * 3
    factors[k] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


H_full = sum(E0 * on_ligand(number, k) for k in range(3))
for i, j in ((0, 1), (1, 2), (2, 0)):
    W = point_coupling(mu * edges[i], mu * edges[j],
                       positions[j] - positions[i])
    H_full = H_full + W * on_ligand(flip, i) @ on_ligand(flip, j)
single = [4, 2, 1]
H = H_full[np.ix_(single, single)]
levels, states = np.linalg.eigh(H)
E_pair, E_single = E0 - V, E0 + 2 * V
assert np.allclose(levels, [E_pair, E_pair, E_single], atol=1e-10)
assert abs(abs(states[:, 2].sum()) - np.sqrt(3)) < 1e-10

# Phase choice leaves levels alone; true reversal of V does not
sign = np.diag([-1.0, 1.0, 1.0])
assert np.allclose(np.linalg.eigvalsh(sign @ H @ sign), levels)
reversed_levels = np.linalg.eigvalsh(2 * E0 * np.eye(3) - H)
assert np.allclose(reversed_levels, [E0 - 2 * V, E0 + V, E0 + V])
assert not np.allclose(reversed_levels, levels, atol=V / 10)

# Complex coupling around the ring would lift the degeneracy
phi = 0.3
hop = V * np.exp(1j * phi) * np.roll(np.eye(3), 1, axis=1)
ring = np.linalg.eigvalsh(E0 * np.eye(3) + hop + hop.conj().T)
expected = np.sort(E0 + 2 * V * np.cos(phi + 2 * np.pi * np.arange(3) / 3))
assert np.allclose(ring, expected)
assert ring[1] - ring[0] > 0.1 * V

# Polarised dipole strengths from the numerical eigenvectors
moments = states.T @ (mu_debye * edges)
along = (moments @ axis)**2
total_strength = (moments**2).sum(axis=1)
across = total_strength - along
D_single, D_pair = total_strength[2], total_strength[:2].sum()
assert np.isclose(D_single, 3 * mu_debye**2 * np.cos(theta_oct)**2)
assert np.isclose(D_pair, 3 * mu_debye**2 * np.sin(theta_oct)**2)
assert abs(across[2]) < 1e-9 and np.all(abs(along[:2]) < 1e-9)

# Double excitations
full = np.linalg.eigvalsh(H_full)
transitions = full[1:4] - full[0]
shift_pair = transitions[0] - E_pair
shift_single = transitions[2] - E_single
assert abs(shift_pair / (3 * V**2 / (2 * E0)) - 1) < 0.02
assert abs(shift_single) < 0.1 * shift_pair

# Finite dipole length
V_long = charge_coupling(edges[0], edges[1], positions[0], positions[1],
                         dipole_length)

# Second, radially polarised transition on every ligand
dipoles = np.vstack([mu * edges, mu_radial * radial])
H6 = np.diag([E0] * 3 + [E_radial] * 3)
for a in range(6):
    for b in range(6):
        i, j = a % 3, b % 3
        if i != j:
            H6[a, b] = point_coupling(dipoles[a], dipoles[b],
                                      positions[j] - positions[i])
mixed = np.linalg.eigvalsh(H6)
assert abs(mixed[1] - mixed[0]) < 1e-9
assert abs(mixed[2] - E_single) < 1e-9
radial_shift = mixed[0] - E_pair

# One inequivalent ligand


def pair_split(offset):
    e = np.linalg.eigvalsh(H + np.diag([offset, 0.0, 0.0]))
    return e[1] - e[0]


tiny = 1e-5
assert abs(pair_split(tiny) / (2 * tiny / 3) - 1) < 1e-3
offset_split = pair_split(site_offset)

# Vibronic trimer: one displaced harmonic mode on each ligand
n_vib = 8
b = np.diag(np.sqrt(np.arange(1, n_vib)), 1)


def on_mode(op, k):
    factors = [np.eye(n_vib)] * 3
    factors[k] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


def vibronic(coupling):
    electronic = E0 * np.eye(3) + coupling * (np.ones((3, 3)) - np.eye(3))
    result = np.kron(electronic, np.eye(n_vib**3))
    for k in range(3):
        site = np.zeros((3, 3))
        site[k, k] = 1.0
        result += w * np.kron(np.eye(3), on_mode(b.T @ b, k))
        result += w * np.sqrt(S) * np.kron(site, on_mode(b + b.T, k))
    return result


vib_E, vib_states = np.linalg.eigh(vibronic(V))
vacuum = np.zeros(n_vib**3)
vacuum[0] = 1.0


def band(electronic_state):
    bright = np.kron(electronic_state, vacuum)
    weight = (vib_states.T @ bright)**2
    mean = weight @ vib_E
    return mean, np.sqrt(weight @ (vib_E - mean)**2)


mean_single, width_single = band(np.ones(3) / np.sqrt(3))
mean_pair, width_pair = band(np.array([1.0, -1.0, 0.0]) / np.sqrt(2))
assert abs(mean_single - E_single) < 1e-8
assert abs(mean_pair - E_pair) < 1e-8
assert np.allclose([width_single, width_pair], w * np.sqrt(S), atol=1e-8)
assert abs(vib_E[1] - vib_E[0]) < 1e-8
vib_split = vib_E[2] - vib_E[0]
# Weak-coupling law is first order in V, so test it at a small coupling
weak = np.linalg.eigvalsh(vibronic(V / 100))
assert abs((weak[2] - weak[0]) / (3 * V / 100 * np.exp(-S)) - 1) < 0.01
hot_fraction = np.exp(-w / kT)

print("INPUTS (round model values)")
print(f"Ligand excitation energy E0: {E0:.3f} eV")
print(f"Transition dipole mu: {mu_debye:.2f} D")
print(f"Metal-to-dipole distance R: {R:.3f} nm")
print("COUPLING AND LEVELS")
print(f"Distance between dipoles r: {r:.4f} nm")
print(f"Octahedral dipole angle theta: {np.degrees(theta_oct):.2f} degrees")
print(f"Angular factor: {factor:.4f} (dimensionless)")
print(f"Dipole energy scale mu^2/(4 pi eps0 r^3): {scale:.5f} eV")
print(f"Coupling V: {V:.5f} eV")
print(f"Angle where V changes sign: {np.degrees(theta_zero):.2f} degrees")
print(f"Single level A2, from diagonalization: {levels[2]:.5f} eV")
print(f"Pair level E, first member: {levels[0]:.5f} eV")
print(f"Pair level E, second member: {levels[1]:.5f} eV")
print(f"Shift of A2 from E0: {levels[2] - E0:+.5f} eV")
print(f"Shift of E from E0: {levels[0] - E0:+.5f} eV")
print(f"Splitting A2 minus E: {levels[2] - levels[0]:.5f} eV")
print(f"Wavelength of A2: {hc / levels[2]:.2f} nm")
print(f"Wavelength of E: {hc / levels[0]:.2f} nm")
print(f"Dipole strength of A2, along axis: {D_single:.3f} D^2")
print(f"Dipole strength of E pair, across axis: {D_pair:.3f} D^2")
print("NEGLECTED EFFECTS")
print(f"Assumed dipole length: {dipole_length:.3f} nm")
print(f"V with finite dipole length: {V_long:.5f} eV")
print(f"Splitting with finite dipole length: {3 * V_long:.5f} eV")
print(f"Double excitations, shift of E: {shift_pair:+.6f} eV")
print(f"Double excitations, shift of A2: {shift_single:+.6f} eV")
print(f"Radial transition energy: {E_radial:.3f} eV")
print(f"Radial transition dipole: {mu_radial_debye:.2f} D")
print(f"Radial transition, shift of E: {radial_shift:+.5f} eV")
print(f"Radial transition, shift of A2: {abs(mixed[2] - E_single):.5f} eV")
print(f"Energy offset of one ligand: {site_offset:.4f} eV")
print(f"Pair splitting from that offset: {offset_split:.5f} eV")
print(f"First-order estimate of it: {2 * site_offset / 3:.5f} eV")
print(f"Vibrational quantum w: {w:.3f} eV")
print(f"Huang-Rhys factor S: {S:.2f} (dimensionless)")
print(f"Centroid of A2 band: {mean_single:.5f} eV")
print(f"Centroid of E band: {mean_pair:.5f} eV")
print(f"Standard deviation of each band: {width_single:.4f} eV")
print(f"Band deviation over splitting: {width_single / (3 * V):.3f}")
print(f"Lowest vibronic splitting, computed: {vib_split:.5f} eV")
print(f"Weak-coupling estimate of it: {3 * V * np.exp(-S):.5f} eV")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Boltzmann factor exp(-w/kT): {hot_fraction:.5f}")
print("OK")
```

Printed output:

```
INPUTS (round model values)
Ligand excitation energy E0: 4.300 eV
Transition dipole mu: 4.00 D
Metal-to-dipole distance R: 0.250 nm
COUPLING AND LEVELS
Distance between dipoles r: 0.4330 nm
Octahedral dipole angle theta: 35.26 degrees
Angular factor: 0.2500 (dimensionless)
Dipole energy scale mu^2/(4 pi eps0 r^3): 0.12300 eV
Coupling V: 0.03075 eV
Angle where V changes sign: 41.81 degrees
Single level A2, from diagonalization: 4.36150 eV
Pair level E, first member: 4.26925 eV
Pair level E, second member: 4.26925 eV
Shift of A2 from E0: +0.06150 eV
Shift of E from E0: -0.03075 eV
Splitting A2 minus E: 0.09225 eV
Wavelength of A2: 284.27 nm
Wavelength of E: 290.41 nm
Dipole strength of A2, along axis: 32.000 D^2
Dipole strength of E pair, across axis: 16.000 D^2
NEGLECTED EFFECTS
Assumed dipole length: 0.200 nm
V with finite dipole length: 0.03083 eV
Splitting with finite dipole length: 0.09249 eV
Double excitations, shift of E: +0.000327 eV
Double excitations, shift of A2: -0.000005 eV
Radial transition energy: 6.000 eV
Radial transition dipole: 4.00 D
Radial transition, shift of E: -0.00187 eV
Radial transition, shift of A2: 0.00000 eV
Energy offset of one ligand: 0.0100 eV
Pair splitting from that offset: 0.00642 eV
First-order estimate of it: 0.00667 eV
Vibrational quantum w: 0.170 eV
Huang-Rhys factor S: 1.00 (dimensionless)
Centroid of A2 band: 4.36150 eV
Centroid of E band: 4.26925 eV
Standard deviation of each band: 0.1700 eV
Band deviation over splitting: 1.843
Lowest vibronic splitting, computed: 0.03026 eV
Weak-coupling estimate of it: 0.03394 eV
Temperature of use: 450 K
Thermal energy kT: 0.03878 eV
Boltzmann factor exp(-w/kT): 0.01248
OK
```
